**Exact and LDA transfer of one electron between a proton and a nucleus of charge Z**

The program compares the exact and spin-polarized LDA values of $q$, the electron fraction on the nucleus of charge $Z$ at distance $R$ from a proton. It asserts that the closed-form site energies agree with quadrature and a numerical search over the exponent, and that the transfer curve and its edges agree with a brute-force search for the global minimum. It also asserts that the LDA orbital energy equals the derivative of the energy with respect to charge at a sample point. Diagonalization in spheroidal coordinates confirms $q=1/2$ at $Z=1$ and a step that sharpens with distance, with the two-level width holding within 3% at $R=10$ bohr. A direct two-centre LDA minimization at $Z=1.1$ and $R=10$ bohr agrees with the separated-site charge and energy within the set tolerances. The output shows a full-LDA fractional region from $Z=0.648$ to $1.347$ at infinite distance, with jumps of about 0.07 in $q$ at its ends. At $R=10$ bohr the LDA quarter width, from $q=1/4$ to $q=3/4$, is about 430 times the exact one.

## Program and output

```python
"""One electron shared by a proton (site A) and a nucleus of charge Z (site B).
Result under test: the exact electron switches sites at Z = 1 in a step whose
width is set by tunnelling, while the spin-polarized LDA keeps a fraction q on B
over a Z interval of order one, entered and left by small jumps of q.
Hartree atomic units. R: distance; q: electron fraction on B; zeta: exponent of
a 1s cloud; J, K: Hartree and local-exchange constants of a unit 1s cloud;
mu: derivative of a site energy with respect to its electron number."""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import eval_genlaguerre, roots_laguerre
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
J = 5 / 16
K = 81 / 256 * 6 ** (1 / 3) * np.pi ** (-2 / 3)

# ---------- closed forms: one exponent, exchange only ----------


def closed_energy(Z, q):
    return -0.5 * q * (Z - J * q + K * np.cbrt(q)) ** 2


def closed_mu(Z, q):
    zeta = Z - J * q + K * np.cbrt(q)
    return -0.5 * zeta ** 2 + zeta * (J * q - K * np.cbrt(q) / 3)


def closed_curve(q):
    b = J * q - K * np.cbrt(q) / 3
    root = np.sqrt(b ** 2 - 2 * closed_mu(1.0, 1 - q))
    return 2 * J * q - 4 / 3 * K * np.cbrt(q) + root


# ---------- radial grid with a spectral running integral ----------
NPTS, NBAS = 70, 12
x, wx = leggauss(NPTS)
r = 2 * (1 + x) / (1 - x)
jac = 4 / (1 - x) ** 2
w = wx * jac
P = legvander(x, NPTS)
degree = np.arange(NPTS)
running = np.empty((NPTS, NPTS))
running[:, 0] = x + 1
running[:, 1:] = (P[:, 2:] - P[:, :-2]) / (2 * degree[1:] + 1)
CUM = running @ (((2 * degree + 1) / 2)[:, None] * P[:, :NPTS].T * wx)
phi, dphi = [], []
for k in range(NBAS):
    norm = np.sqrt(8 / ((k + 1) * (k + 2)))
    lag = eval_genlaguerre(k, 2, 2 * r)
    dlag = -2 * eval_genlaguerre(k - 1, 3, 2 * r) if k else 0 * r
    phi.append(norm * np.exp(-r) * lag)
    dphi.append(norm * np.exp(-r) * (dlag - lag))
phi, dphi = np.array(phi), np.array(dphi)
KIN = 0.5 * (dphi * (w * r ** 2)) @ dphi.T
NUC = (phi * (w * r)) @ phi.T


def hartree_potential(p, q):
    """p is the squared radial function, normalized with weight r^2."""
    inner = CUM @ (q * p * r ** 2 * jac)
    shell = q * p * r * jac
    return inner / r + wx @ shell - CUM @ shell


def local_xc(n, correlation):
    """Energy per electron and potential of the fully polarized gas."""
    n = np.maximum(n, 1e-30)
    ex = -0.75 * (6 / np.pi) ** (1 / 3) * np.cbrt(n)
    if not correlation:
        return ex, 4 / 3 * ex
    rs = np.cbrt(3 / (4 * np.pi * n))
    A, a1 = 0.01554535, 0.20548
    b1, b2, b3, b4 = 14.1189, 6.1977, 3.3662, 0.62517
    s = np.sqrt(rs)
    X = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs ** 2)
    dX = 2 * A * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log = np.log1p(1 / X)
    ec = -2 * A * (1 + a1 * rs) * log
    dec = -2 * A * a1 * log + 2 * A * (1 + a1 * rs) * dX / (X * (X + 1))
    return ex + ec, 4 / 3 * ex + ec - rs / 3 * dec


@lru_cache(maxsize=None)
def atom(Z, q, correlation):
    """Self-consistent energy and orbital energy of q electrons at charge Z."""
    p = 4 * Z ** 3 * np.exp(-2 * Z * r)
    for _ in range(300):
        vh = hartree_potential(p, q)
        exc, vxc = local_xc(q * p / (4 * np.pi), correlation)
        ham = KIN - Z * NUC + (phi * (w * r ** 2 * (vh + vxc))) @ phi.T
        e, c = np.linalg.eigh(ham)
        new = (c[:, 0] @ phi) ** 2
        change = np.max(np.abs(new - p))
        if change < 1e-8:
            break
        p = 0.4 * p + 0.6 * new
    assert change < 1e-8
    energy = q * e[0] + q * np.sum(w * r ** 2 * p * (exc - vxc - vh / 2))
    return energy, e[0]


def x_energy(Z, q):
    return atom(float(Z), float(q), False)[0]


def lda_energy(Z, q):
    return atom(float(Z), float(q), True)[0]


def lda_mu(Z, q):
    return atom(float(Z), float(q), True)[1]


# ---------- edges of the fractional region ----------


def edges(E, inv_R=0.0):
    """Z and jump size where an integer state ties with a fractional one."""
    def leave_A(q, Z):
        return (E(1.0, 1 - q) + E(Z, q) - E(1.0, 1.0)) / q + (Z - q) * inv_R

    def leave_B(p, Z):
        return (E(1.0, p) + E(Z, 1 - p) - E(Z, 1.0)) / p + (2 - Z - p) * inv_R

    found = []
    for gain, low, high in ((leave_A, 0.5, 0.95), (leave_B, 1.05, 1.8)):
        def best(Z):
            return minimize_scalar(gain, args=(Z,), bounds=(1e-3, 0.6),
                                   method="bounded", options={"xatol": 1e-5})
        Z_edge = brentq(lambda Z: best(Z).fun, low, high, xtol=1e-6)
        found += [Z_edge, best(Z_edge).x]
    return found


# closed site energy against quadrature and a numerical search over zeta
def quadrature_energy(zeta, Z, q):
    p = 4 * zeta ** 3 * np.exp(-2 * zeta * r)
    exc, _ = local_xc(q * p / (4 * np.pi), False)
    one = 0.5 * zeta ** 2 * p - Z * p / r
    slope_sq = 0.5 * zeta ** 2 * np.sum(w * r ** 2 * p)
    potential = np.sum(w * r ** 2 * (one - 0.5 * zeta ** 2 * p))
    rest = np.sum(w * r ** 2 * p * (exc + hartree_potential(p, q) / 2))
    return q * (slope_sq + potential + rest)


for Z_t, q_t in ((1.2, 0.3), (0.8, 0.9), (1.0, 1.0)):
    search = minimize_scalar(quadrature_energy, args=(Z_t, q_t),
                             bounds=(0.3, 2.5), method="bounded")
    assert abs(search.fun - closed_energy(Z_t, q_t)) < 1e-6
    assert -5e-3 < x_energy(Z_t, q_t) - closed_energy(Z_t, q_t) < 1e-7

# closed-form edges and transfer curve against a brute-force global minimum
cf = edges(closed_energy)
q_grid = np.linspace(0, 1, 20001)


def brute_q(Z):
    return q_grid[np.argmin(closed_energy(1.0, 1 - q_grid)
                            + closed_energy(Z, q_grid))]


assert brute_q(cf[0] - 1e-3) == 0 and brute_q(cf[2] + 1e-3) == 1
assert abs(brute_q(cf[0] + 1e-4) - cf[1]) < 0.01
assert abs(1 - brute_q(cf[2] - 1e-4) - cf[3]) < 0.01
for Z_t in np.linspace(cf[0] + 1e-3, cf[2] - 1e-3, 40):
    q_min = brute_q(Z_t)
    assert 0 < q_min < 1 and abs(closed_curve(q_min) - Z_t) < 1e-3
slope_low, slope_high = closed_curve(0.0), closed_curve(1.0)
assert cf[0] < slope_low and slope_high < cf[2]
Z_t = 0.5 * (cf[0] + slope_low)
F_small = closed_energy(1.0, 1 - 1e-6) + closed_energy(Z_t, 1e-6)
assert F_small > closed_energy(1.0, 1.0) and brute_q(Z_t) > 0

# orbital energy is the derivative of the self-consistent energy
fd = (lda_energy(1.1, 0.601) - lda_energy(1.1, 0.599)) / 0.002
assert abs(fd - lda_mu(1.1, 0.6)) < 1e-5

xo = edges(x_energy)
ld = edges(lda_energy)
R0 = 10.0
ld_R = edges(lda_energy, 1 / R0)
assert abs(xo[0] - cf[0]) < 0.03 and abs(xo[2] - cf[2]) < 0.03


def lda_slope(Z, q, inv_R):
    return lda_mu(Z, q) - lda_mu(1.0, 1 - q) + (Z - 2 * q) * inv_R


def lda_quarters(inv_R):
    return (brentq(lda_slope, 0.5, 1.0, args=(0.25, inv_R), xtol=1e-7),
            brentq(lda_slope, 1.0, 1.6, args=(0.75, inv_R), xtol=1e-7))


quarter_inf, quarter_R = lda_quarters(0.0), lda_quarters(1 / R0)
assert ld[0] < quarter_inf[0] and quarter_inf[1] < ld[2]
assert ld_R[0] < quarter_R[0] and quarter_R[1] < ld_R[2]

# ---------- exact two-centre electron in spheroidal coordinates ----------


def exact_solver(R, n_xi=10, n_eta=24):
    a = R / 2
    s, ws = roots_laguerre(40)
    xi, wt = 1 + s / (2 * a), ws / (2 * a)
    f = np.array([eval_genlaguerre(m, 0, s) for m in range(n_xi)])
    df = np.array([-a * f[m] - (2 * a * eval_genlaguerre(m - 1, 1, s)
                                if m else 0 * s) for m in range(n_xi)])
    A0, A1, A2 = [(f * (wt * xi ** k)) @ f.T for k in range(3)]
    KX = (df * (wt * (xi ** 2 - 1))) @ df.T
    ell = np.arange(n_eta)
    y, wy = leggauss(40)

    def eta_moments(nodes, weights):
        g = legvander(nodes, n_eta - 1).T * np.sqrt(ell + 0.5)[:, None]
        return [(g * (weights * nodes ** k)) @ g.T for k in range(3)]

    B0, B1, B2 = eta_moments(y, wy)
    H0, _, H2 = eta_moments((y + 1) / 2, wy / 2)
    S = np.kron(A2, B0) - np.kron(A0, B2)
    half_B = np.kron(A2, H0) - np.kron(A0, H2)
    T = 2 / R ** 2 * (np.kron(KX, B0)
                      + np.kron(A0, np.diag(ell * (ell + 1.0))))
    VA = -2 / R * (np.kron(A1, B0) - np.kron(A0, B1))
    VB = -2 / R * (np.kron(A1, B0) + np.kron(A0, B1))

    def solve(Z):
        e, c = eigh(T + VA + Z * VB, S, subset_by_index=[0, 1])
        return e, c[:, 0] @ half_B @ c[:, 0]
    return solve


exact_rows = []
for R in (6.0, 8.0, 10.0):
    solve = exact_solver(R)
    e, q_mid = solve(1.0)
    gap = e[1] - e[0]
    assert abs(q_mid - 0.5) < 1e-6
    Z_hi = brentq(lambda Z: solve(Z)[1] - 0.75, 1, 1 + 5 * gap, xtol=1e-9)
    Z_lo = brentq(lambda Z: solve(Z)[1] - 0.25, 1 - 5 * gap, 1, xtol=1e-9)
    two_level = 2 * gap / (np.sqrt(3) * (1 - 1 / R))
    exact_rows.append((R, gap, Z_hi - Z_lo, two_level))
assert abs(e.mean() + 0.5 + 1 / R0) < 5e-4
assert abs(exact_rows[-1][2] / exact_rows[-1][3] - 1) < 0.03
assert exact_rows[0][2] > exact_rows[1][2] > exact_rows[2][2]

# ---------- full two-centre LDA minimization in a Gaussian basis ----------
Z_test = 1.1
shells = [[0, [0.06 * 2.7 ** k, 1.0]] for k in range(8)]
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R0)]], unit="Bohr",
            basis={"H": shells}, charge=1, spin=1, verbose=0)
ks = dft.UKS(mol)
ks.xc = "lda,pw"
ks.grids.level = 2
S = mol.intor("int1e_ovlp")
attraction = []
for centre in ((0, 0, 0), (0, 0, R0)):
    with mol.with_rinv_origin(centre):
        attraction.append(-mol.intor("int1e_rinv"))
kinetic = mol.intor("int1e_kin")
h_test = kinetic + attraction[0] + Z_test * attraction[1]
e_start, V = eigh(kinetic + attraction[0] + attraction[1], S)
scale = 1 / np.sqrt(e_start - e_start[0] + 0.5)


def two_centre_lda(yvec):
    z = scale * yvec
    length = np.linalg.norm(z)
    unit = z / length
    c = V @ unit
    dm = np.array([np.outer(c, c), np.zeros_like(S)])
    veff = ks.get_veff(mol, dm)
    energy = c @ h_test @ c + veff.ecoul + veff.exc + Z_test / R0
    grad = 2 * V.T @ ((h_test + np.asarray(veff)[0]) @ c)
    grad = scale * (grad - (grad @ unit) * unit) / length
    return float(np.real(energy)), grad


y0 = np.zeros(len(scale))
y0[0] = 1 / scale[0]
full = minimize(two_centre_lda, y0, jac=True, method="BFGS",
                options={"gtol": 1e-5, "maxiter": 150})
c = V @ (scale * full.x / np.linalg.norm(scale * full.x))
q_full = np.sum((c * (S @ c))[len(shells):])
q_sites = brentq(lambda q: lda_slope(Z_test, q, 1 / R0), 0.3, 0.9)
E_sites = (lda_energy(1.0, 1 - q_sites) + lda_energy(Z_test, q_sites)
           + q_sites * (Z_test - q_sites) / R0)
assert abs(q_full - q_sites) < 0.02
assert abs(full.fun - E_sites) < 5e-3

# ---------- numbers for the text ----------
print(f"Hartree constant J = {J:.6f}, exchange constant K = {K:.6f} hartree")
print(f"closed form, proton, q=1: E = {closed_energy(1., 1.):.5f} hartree,"
      f" mu = {closed_mu(1., 1.):.5f} hartree")
print("closed-form transfer curve, R infinite (q, Z):")
for q in (0.1, 0.25, 0.5, 0.75, 0.9):
    print(f"  q = {q:.2f}   Z = {closed_curve(q):.4f}")
print(f"end-point slope estimate: Z = {slope_low:.4f} to {slope_high:.4f},"
      f" width {slope_high - slope_low:.4f}")
print("fractional region (Z low, Z high, width, jump at low, jump at high):")
for name, v in (("one exponent, exchange, R infinite", cf),
                ("self-consistent exchange, R infinite", xo),
                ("full LDA, R infinite", ld),
                ("full LDA, R = 10 bohr", ld_R)):
    print(f"  {name}: {v[0]:.4f} {v[2]:.4f} {v[2] - v[0]:.4f}"
          f" {v[1]:.3f} {v[3]:.3f}")
E_one, E_half = lda_energy(1.0, 1.0), 2 * lda_energy(1.0, 0.5)
print(f"full LDA proton, q=1: E = {E_one:.5f} hartree,"
      f" orbital energy = {lda_mu(1.0, 1.0):.5f} hartree")
print(f"full LDA, Z=1, R infinite, two half electrons: {E_half:.5f} hartree")
print(f"false lowering by splitting: {E_one - E_half:.5f} hartree"
      f" = {(E_one - E_half) * HARTREE_EV:.3f} eV")
c_split = closed_energy(1.0, 1.0) - 2 * closed_energy(1.0, 0.5)
print(f"same lowering, closed form: {c_split:.5f} hartree")
for name, v in (("R infinite", quarter_inf), ("R = 10 bohr", quarter_R)):
    print(f"full LDA quarter points, {name}: Z = {v[0]:.4f}, {v[1]:.4f};"
          f" width {v[1] - v[0]:.4f}")
print("exact (R in bohr, splitting in hartree, quarter width, two-level):")
for row in exact_rows:
    print(f"  {row[0]:.0f}  {row[1]:.4e}  {row[2]:.4e}  {row[3]:.4e}")
ratio = (quarter_R[1] - quarter_R[0]) / exact_rows[-1][2]
print(f"LDA / exact quarter width at R = 10 bohr: {ratio:.0f}")
print(f"two-centre LDA check, Z = {Z_test}, R = 10 bohr:")
print(f"  direct minimization: q = {q_full:.4f}, E = {full.fun:.5f} hartree")
print(f"  separated sites:     q = {q_sites:.4f}, E = {E_sites:.5f} hartree")
print("tests ok")
```

Output:

```
Hartree constant J = 0.312500, exchange constant K = 0.268037 hartree
closed form, proton, q=1: E = -0.45653 hartree, mu = -0.24329 hartree
closed-form transfer curve, R infinite (q, Z):
  q = 0.10   Z = 0.6546
  q = 0.25   Z = 0.7735
  q = 0.50   Z = 1.0000
  q = 0.75   Z = 1.2236
  q = 0.90   Z = 1.3379
end-point slope estimate: Z = 0.6976 to 1.2922, width 0.5947
fractional region (Z low, Z high, width, jump at low, jump at high):
  one exponent, exchange, R infinite: 0.6298 1.3597 0.7299 0.055 0.058
  self-consistent exchange, R infinite: 0.6338 1.3572 0.7234 0.057 0.059
  full LDA, R infinite: 0.6477 1.3470 0.6993 0.065 0.066
  full LDA, R = 10 bohr: 0.7301 1.2880 0.5579 0.098 0.088
full LDA proton, q=1: E = -0.47871 hartree, orbital energy = -0.26902 hartree
full LDA, Z=1, R infinite, two half electrons: -0.57872 hartree
false lowering by splitting: 0.10001 hartree = 2.721 eV
same lowering, closed form: 0.10156 hartree
full LDA quarter points, R infinite: Z = 0.7783, 1.2197; width 0.4414
full LDA quarter points, R = 10 bohr: Z = 0.8142, 1.1908; width 0.3766
exact (R in bohr, splitting in hartree, quarter width, two-level):
  6  2.1325e-02  3.0571e-02  2.9549e-02
  8  3.9644e-03  5.2783e-03  5.2316e-03
  10  6.7766e-04  8.7152e-04  8.6944e-04
LDA / exact quarter width at R = 10 bohr: 432
two-centre LDA check, Z = 1.1, R = 10 bohr:
  direct minimization: q = 0.6285, E = -0.61046 hartree
  separated sites:     q = 0.6286, E = -0.61043 hartree
tests ok
```
